# Ions of equal energy and charge share one path past charged sidewalls: a program that tests the result

```python
"""
Result under test: in a static electric field, ions with equal charge,
starting point, direction and initial kinetic energy follow one path,
whatever their mass; their travel times scale as sqrt(mass).

Symbols: x across trench, y along trench, z down trench (nm); t time (ps);
energies in eV; potentials in V; charge in units of e;
mass in eV ps^2/nm^2; width w, depth L, k = pi/L.
Trench potential: V sin(kz) sinh(kx)/sinh(kw), right wall charged.
Newton's equation is integrated in time with explicit mass and compared
with a separate path equation that contains neither time nor mass.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

e = const.e
width, depth = 100.0, 500.0
k = np.pi / depth
wall_volt = -8.0
energy0 = 100.0
x_start = 30.0
helium_kg = const.physical_constants["alpha particle mass"][0] + const.m_e
helium = helium_kg * 1e6 / e
ratios = [1, 10, 30]
coulomb = e / (4 * np.pi * const.epsilon_0) * 1e9   # eV nm
permittivity = 4.0
image_strength = coulomb * (permittivity - 1) / (permittivity + 1)


def potential(x, z, volt=wall_volt):
    return volt * np.sin(k * z) * np.sinh(k * x) / np.sinh(k * width)


def electric_field(x, z, volt=wall_volt):
    factor = -volt * k / np.sinh(k * width)
    return (factor * np.sin(k * z) * np.cosh(k * x),
            factor * np.cos(k * z) * np.sinh(k * x))


def fly(mass, energy=energy0, charge=1, volt=wall_volt, slope=0.0,
        magnetic=0.0, frequency=0.0, image=False, grains=None):
    """Integrate Newton's equation to the trench floor.
    magnetic in T (along -y), frequency in 1/ps, grains = (positions, signs)."""
    speed = np.sqrt(2 * energy / mass)
    norm = np.hypot(1.0, slope)
    start = [x_start, 0, 0, speed * slope / norm, 0, speed / norm]

    def rhs(t, state):
        x, y, z, vx, vy, vz = state
        now = volt * (1 + np.sin(2 * np.pi * frequency * t))
        ex, ez = electric_field(x, z, now)
        force = charge * np.array([ex + 1e-6 * vz * magnetic, 0.0,
                                   ez - 1e-6 * vx * magnetic])
        if image:
            force[0] += charge**2 * image_strength / 4 * (
                1 / (width - x)**2 - 1 / x**2)
        if grains is not None:
            places, signs = grains
            sep = np.array([x, y, z]) - places
            dist2 = np.einsum("ij,ij->i", sep, sep)
            force += charge * coulomb * ((signs / dist2**1.5) @ sep)
        return np.concatenate([state[3:], force / mass])

    def floor(t, state):
        return state[2] - depth
    floor.terminal = True
    run = solve_ivp(rhs, (0, 3 * depth / speed), start, method="DOP853",
                    rtol=1e-11, atol=1e-11, max_step=0.2,
                    events=floor, dense_output=True)
    assert run.success and len(run.t_events[0]) == 1
    assert np.all((run.y[0] > 0) & (run.y[0] < width))
    return run


def end(run):
    return run.y_events[0][0]


def travel_time(run):
    return run.t_events[0][0]


def state_at_depth(run, z):
    t = brentq(lambda s: run.sol(s)[2] - z, 0, travel_time(run), xtol=1e-13)
    return run.sol(t)


# The potential obeys Laplace's equation and the field is minus its gradient.
for x, z in [(20., 90.), (50., 250.), (85., 410.)]:
    h = 1.0
    lap = (potential(x + h, z) + potential(x - h, z) + potential(x, z + h)
           + potential(x, z - h) - 4 * potential(x, z)) / h**2
    assert abs(lap) < 1e-3 * k**2 * abs(potential(x, z))
    h = 1e-3
    gx = (potential(x + h, z) - potential(x - h, z)) / (2 * h)
    gz = (potential(x, z + h) - potential(x, z - h)) / (2 * h)
    assert np.allclose([-gx, -gz], electric_field(x, z), atol=1e-9)

# Main comparison: three masses at equal energy.
runs = [fly(helium * r) for r in ratios]
levels = [100., 200., 300., 400.]
table = np.array([[state_at_depth(run, z)[0] for run in runs] for z in levels]
                 + [[end(run)[0] for run in runs]])
spread = np.max(np.ptp(table, axis=1))
assert spread < 1e-6
angles = [np.degrees(np.arctan2(end(r)[3], end(r)[5])) for r in runs]
assert np.ptp(angles) < 1e-6
times = np.array([travel_time(r) for r in runs])
assert np.allclose(times / times[0], np.sqrt(ratios), rtol=1e-8)
for run, r in zip(runs, ratios):
    final_energy = 0.5 * helium * r * np.sum(end(run)[3:]**2)
    assert abs(final_energy - energy0) < 1e-6


# Separate calculation: path equation with depth as independent variable.
def path_rhs(z, state):
    x, slope = state
    fx, fz = electric_field(x, z)
    kinetic = energy0 + potential(x_start, 0.0) - potential(x, z)
    return [slope, (1 + slope**2) * (fx - slope * fz) / (2 * kinetic)]


path = solve_ivp(path_rhs, (0, depth), [x_start, 0], method="DOP853",
                 rtol=1e-11, atol=1e-12, max_step=10,
                 t_eval=levels + [depth])
path_error = np.max(np.abs(path.y[0][:, None] - table))
assert path_error < 1e-6


# Weak-deflection law and its scaling with energy, speed, momentum, charge.
def estimate(volt, energy):
    return (-volt * depth * np.cosh(k * x_start)
            / (2 * energy * np.sinh(k * width)))


weak = -0.01


def weak_shift(**change):
    mass = change.pop("mass", helium)
    return end(fly(mass, volt=weak, **change))[0] - x_start


base = weak_shift()
same_speed = weak_shift(mass=10 * helium, energy=10 * energy0) / base
same_momentum = weak_shift(mass=10 * helium, energy=energy0 / 10) / base
double_charge = weak_shift(charge=2) / base
assert abs(base / estimate(weak, energy0) - 1) < 2e-3
assert abs(same_speed / 0.1 - 1) < 2e-3
assert abs(same_momentum / 10 - 1) < 2e-3
assert abs(double_charge / 2 - 1) < 2e-3
sheath_pair = fly(helium, charge=2, energy=2 * energy0)
assert abs(end(sheath_pair)[0] - table[-1, 0]) < 1e-6
fast_heavy = fly(10 * helium, energy=10 * energy0)

# Granular static wall charge: random signs represent counting fluctuations.
wall_field = np.hypot(*electric_field(width, depth / 2))    # V/nm
density = const.epsilon_0 * wall_field * 1e9 / e * 1e-18    # per nm^2
count = int(round(density * 600 * depth))
rng = np.random.default_rng(7)


def random_grains():
    places = np.column_stack([np.full(count, width),
                              rng.uniform(-300, 300, count),
                              rng.uniform(0, depth, count)])
    return places, rng.choice([-1.0, 1.0], count)


samples = [random_grains() for _ in range(30)]
grain_runs = [fly(helium, grains=g) for g in samples]
grain_shifts = [end(run)[0] - table[-1, 0] for run in grain_runs]
grain_rms = np.sqrt(np.mean(np.square(grain_shifts)))
heavy_grain = fly(30 * helium, grains=samples[0])
grain_mass_difference = np.max(np.abs(end(heavy_grain)[:3]
                                      - end(grain_runs[0])[:3]))
assert grain_mass_difference < 1e-6
assert grain_rms > 1e-3

# Instantaneous image attraction to both insulating walls.
image_runs = [fly(helium * r, image=True) for r in (1, 30)]
image_shift = end(image_runs[0])[0] - table[-1, 0]
assert abs(end(image_runs[1])[0] - end(image_runs[0])[0]) < 1e-6

# Slow voltage modulation and magnetic field make mass matter.
rf_hz = 13.56e6
rf_shift = np.array([end(fly(helium * r, frequency=rf_hz * 1e-12))[0]
                     - table[-1, 0] for r in ratios])
assert np.allclose(rf_shift / rf_shift[0], np.sqrt(ratios), rtol=2e-3)
magnetic = 0.01
mag_shift = np.array([end(fly(helium * r, volt=0.0, magnetic=magnetic))[0]
                      - x_start for r in ratios])
momentum_si = np.sqrt(2 * helium_kg * np.array(ratios) * energy0 * e)
mag_formula = e * magnetic * (depth * 1e-9)**2 / (2 * momentum_si) * 1e9
assert np.allclose(mag_shift, mag_formula, rtol=1e-3)

# Entry spread and remaining size estimates.
energy_low, energy_high = [end(fly(helium, energy=f * energy0))[0]
                           for f in (0.9, 1.1)]
transverse_temperature = 0.05
entry_slope = np.sqrt(0.5 * transverse_temperature
                      / (energy0 - 0.5 * transverse_temperature))
tilted = [end(fly(helium * r, slope=entry_slope))[0] for r in (1, 30)]
assert abs(tilted[0] - tilted[1]) < 1e-6
pressure_mtorr, gas_temperature, cross_section = 10.0, 300.0, 3e-19
gas_density = pressure_mtorr * 1e-3 * const.torr / (const.k * gas_temperature)
collision_probability = -np.expm1(-gas_density * cross_section * depth * 1e-9)
current_density = 10.0     # A/m^2, equal to 1 mA/cm^2
arrivals = current_density / e * width * 500e-18 * times[-1] * 1e-12
relativity = energy0 * e / (helium_kg * const.c**2)
breakdown = 10.0           # MV/cm, rough oxide value
mid = state_at_depth(runs[0], depth / 2)
mid_energy = 0.5 * helium * np.sum(mid[3:]**2)
assert abs(mid_energy - energy0 + potential(mid[0], mid[2])) < 1e-6

print(f"Trench width, depth: {width:.0f}, {depth:.0f} nm")
print(f"Peak wall potential: {wall_volt:.1f} V")
print(f"Entry energy: {energy0:.0f} eV; entry x: {x_start:.0f} nm")
print(f"He+ mass: {helium_kg / const.atomic_mass:.4f} u")
print(f"Force at entry x, mid-depth: "
      f"{electric_field(x_start, depth / 2)[0]:.5f} eV/nm")
print("Positions x (nm) for mass ratios 1, 10, 30:")
for z, row in zip(levels + [depth], table):
    print(f"  z={z:.0f} nm: " + ", ".join(f"{x:.4f}" for x in row))
print(f"Largest mass difference in x: {spread:.1e} nm")
print(f"Largest path-equation difference: {path_error:.1e} nm")
print(f"He+ sideways shift: {table[-1, 0] - x_start:.3f} nm")
print(f"Frozen-x estimate of shift: {estimate(wall_volt, energy0):.3f} nm")
print("Landing angles: " + ", ".join(f"{a:.4f}" for a in angles) + " deg")
print("Travel times: " + ", ".join(f"{t:.3f}" for t in times) + " ps")
print("Time ratios: " + ", ".join(f"{t / times[0]:.4f}" for t in times))
print("Final sideways speeds: "
      + ", ".join(f"{end(r)[3]:.3f}" for r in runs) + " nm/ps")
print(f"He+ kinetic energy at mid-depth: {mid_energy:.3f} eV")
print(f"Equal-speed 10x ion energy: {10 * energy0:.0f} eV")
print(f"Equal-speed 10x ion shift: {end(fast_heavy)[0] - x_start:.3f} nm")
print(f"Weak-field test wall potential: {weak:.3f} V")
print(f"Weak shift ratio, 10x mass, equal speed: {same_speed:.4f}")
print(f"Weak shift ratio, 10x mass, equal momentum: {same_momentum:.3f}")
print(f"Weak shift ratio, double charge: {double_charge:.4f}")
print(f"Landing x, charge 2 and 200 eV: {end(sheath_pair)[0]:.4f} nm")
print(f"Landing x at 90, 110 eV: {energy_low:.3f}, {energy_high:.3f} nm")
print(f"Transverse temperature: {transverse_temperature:.2f} eV")
print(f"Thermal entry angle: {np.degrees(np.arctan(entry_slope)):.3f} deg")
print(f"Shift from entry angle: {tilted[0] - table[-1, 0]:.3f} nm")
print(f"Wall charge spacing scale: {density**-0.5:.1f} nm")
print(f"Granularity shift, rms of {len(samples)}: {grain_rms:.3f} nm")
print(f"Granular-field mass difference: {grain_mass_difference:.1e} nm")
print(f"Wall relative permittivity: {permittivity:.1f}")
print(f"Image-force shift: {image_shift:.4f} nm")
print(f"RF frequency: {rf_hz / 1e6:.2f} MHz; modulation: 100 %")
print("RF shifts, masses 1,10,30: "
      + ", ".join(f"{s:.4f}" for s in rf_shift) + " nm")
print(f"Magnetic field: {magnetic * 1e3:.0f} mT")
print("Magnetic shifts, masses 1,10,30: "
      + ", ".join(f"{s:.2e}" for s in mag_shift) + " nm")
print(f"Gas: {pressure_mtorr:.0f} mTorr, {gas_temperature:.0f} K")
print(f"Collision cross-section: {cross_section * 1e18:.2f} nm^2")
print(f"Collision probability in trench: {collision_probability:.1e}")
print(f"Ion current density: {current_density / 10:.1f} mA/cm^2")
print(f"Arrivals per 500 nm length, 30x transit: {arrivals:.1e}")
print(f"He+ kinetic/rest energy: {relativity:.1e}")
print(f"Peak normal wall field: {wall_field * 10:.3f} MV/cm")
print(f"Rough breakdown field: {breakdown:.0f} MV/cm")
print(f"Wall field/breakdown: {wall_field * 10 / breakdown:.3f}")
print("OK")
```

Output:

```
Trench width, depth: 100, 500 nm
Peak wall potential: -8.0 V
Entry energy: 100 eV; entry x: 30 nm
He+ mass: 4.0021 u
Force at entry x, mid-depth: 0.07630 eV/nm
Positions x (nm) for mass ratios 1, 10, 30:
  z=100 nm: 30.3884, 30.3884, 30.3884
  z=200 nm: 32.9109, 32.9109, 32.9109
  z=300 nm: 38.8783, 38.8783, 38.8783
  z=400 nm: 48.3523, 48.3523, 48.3523
  z=500 nm: 60.1290, 60.1290, 60.1290
Largest mass difference in x: 9.2e-14 nm
Largest path-equation difference: 7.1e-14 nm
He+ sideways shift: 30.129 nm
Frozen-x estimate of shift: 30.361 nm
Landing angles: 6.9918, 6.9918, 6.9918 deg
Travel times: 7.156, 22.629, 39.195 ps
Time ratios: 1.0000, 3.1623, 5.4772
Final sideways speeds: 8.453, 2.673, 1.543 nm/ps
He+ kinetic energy at mid-depth: 102.678 eV
Equal-speed 10x ion energy: 1000 eV
Equal-speed 10x ion shift: 3.033 nm
Weak-field test wall potential: -0.010 V
Weak shift ratio, 10x mass, equal speed: 0.1000
Weak shift ratio, 10x mass, equal momentum: 9.999
Weak shift ratio, double charge: 2.0000
Landing x, charge 2 and 200 eV: 60.1290 nm
Landing x at 90, 110 eV: 63.460, 57.402 nm
Transverse temperature: 0.05 eV
Thermal entry angle: 0.906 deg
Shift from entry angle: 8.011 nm
Wall charge spacing scale: 14.2 nm
Granularity shift, rms of 30: 0.756 nm
Granular-field mass difference: 6.9e-12 nm
Wall relative permittivity: 4.0
Image-force shift: -0.0931 nm
RF frequency: 13.56 MHz; modulation: 100 %
RF shifts, masses 1,10,30: 0.0075, 0.0239, 0.0413 nm
Magnetic field: 10 mT
Magnetic shifts, masses 1,10,30: 4.34e-04, 1.37e-04, 7.92e-05 nm
Gas: 10 mTorr, 300 K
Collision cross-section: 0.30 nm^2
Collision probability in trench: 4.8e-05
Ion current density: 1.0 mA/cm^2
Arrivals per 500 nm length, 30x transit: 1.2e-04
He+ kinetic/rest energy: 2.7e-08
Peak normal wall field: 0.903 MV/cm
Rough breakdown field: 10 MV/cm
Wall field/breakdown: 0.090
OK
```
